# Choosing the regularization strength when inverting decays into nonnegative rate spectra

A silicon diode contains a buried layer damaged by ion implantation. A voltage pulse fills the traps in the layer with electrons; under reverse bias the traps then empty, and the capacitance relaxes over a fraction of a second. Two kinds of trap with similar emission rates give a sum of two similar exponentials. An inverse Laplace transformation may show two peaks or one, depending on the noise and on a setting, the regularization strength \(\lambda\). How should \(\lambda\) be set, and when can no setting separate the traps?

Electronic-structure programs often have a similar setting for turning imaginary-time data into a spectrum. At zero temperature the electron-addition part of a Green's function is, up to sign, \(\int_0^\infty A(\omega)e^{-\omega\tau}d\omega\) with \(A\ge0\), energies being measured from the chemical potential. Imaginary time replaces time, and energy replaces rate.

## What the setting controls

Let \(x=\ln e\), where \(e\) is an emission rate in s\(^{-1}\). The signal is

\[
s(t)=b+\int g(x)K(x,t)\,dx,\qquad K=\exp(-te^x),\quad g\ge0,
\]

with unknown baseline \(b\). It is sampled \(n\) times at interval \(\Delta t\), with independent Gaussian noise of known standard deviation \(\sigma\).

The difficulty lies in the kernel. Written with a density \(F(s)\) over rates \(s\), the Laplace transform followed by its transpose has kernel \(\int_0^\infty e^{-st}e^{-s't}dt=1/(s+s')\). Applied to \(s'^{-1/2+i\omega}\), with \(s'=sw\), it gives

\[
s^{-1/2+i\omega}\int_0^\infty\frac{w^{-1/2+i\omega}}{1+w}\,dw
=\frac{\pi}{\cosh\pi\omega}\,s^{-1/2+i\omega},
\]

by the standard integral \(\int_0^\infty w^{a-1}/(1+w)\,dw=\pi/\sin\pi a\). In a continuous record of unlimited length, an oscillation of wavenumber \(\omega\) in \(\ln s\) therefore reaches the data with its squared norm multiplied by \(\pi/\cosh\pi\omega\): 3.14 at \(\omega=0\) but 0.056 at \(\omega=1.5\). Fine structure is damped exponentially, and undoing the damping amplifies noise.

On a grid of rates, let \(g_j\) be the amplitude in cell \(j\). Subtracting the time average from the data and from every kernel column removes \(b\), because the best baseline for given \(g\) is the mean residual. Dividing by \(\sigma\) gives data \(y\) and a matrix \(\mathsf K\). The inversion minimizes

\[
J=|y-\mathsf Kg|^2+\lambda^2|g|^2,\qquad g_j\ge0,
\]

whose first term is \(\chi^2\). Without the sign constraint, each singular component separates. If its singular value is \(\mu\), its true amplitude \(c_0\) and its noise-free datum \(\mu c_0\), minimizing \((\mu c_0-\mu c)^2+\lambda^2c^2\) gives

\[
c=\frac{\mu^2}{\mu^2+\lambda^2}\,c_0 .
\]

Components with \(\mu<\lambda\) lose more than half their amplitude. The setting is thus a soft cutoff on detail.

With the constraint, half the derivative of \(J\) is \(\lambda^2g-\mathsf K^T(y-\mathsf Kg)\). It must vanish where \(g_j>0\) and be nonnegative where \(g_j=0\). Both conditions are contained in

\[
\lambda^2g=\max\left[0,\ \mathsf K^T(y-\mathsf Kg)\right].
\]

The bracket samples a smooth function of \(x\), a sum of decaying exponentials weighted by the residuals. The spectrum is its positive part, so peaks do not come from grid jaggedness, though noise can still produce them.

## Choosing the strength from the data

Take \(\lambda_1<\lambda_2\), with minimizers having misfits \(\chi_1^2,\chi_2^2\) and penalties \(P_i=|g_i|^2\). Each minimizer wins at its own strength:

\[
\chi_1^2+\lambda_1^2P_1\le\chi_2^2+\lambda_1^2P_2,\qquad
\chi_2^2+\lambda_2^2P_2\le\chi_1^2+\lambda_2^2P_1 .
\]

Adding them gives \((\lambda_2^2-\lambda_1^2)(P_2-P_1)\le0\), so \(P_2\le P_1\). The first inequality then gives \(\chi_1^2\le\chi_2^2\). Misfit never falls as \(\lambda\) rises, and bisection can find a prescribed misfit.

The prescription used here is the largest \(\lambda\) for which \(\chi^2\) exceeds its value at a very small reference strength by at most one. A rise of one is what a one-standard-deviation displacement of a single fitted parameter costs. It is a convention, held fixed in all results below. It avoids comparing \(\chi^2\) with \(n\), whose natural scatter, about \(\sqrt{2n}\), is much larger than one.

The algorithm is as follows.

1. Centre and scale the data and kernel. Write \(\mathsf K=\mathsf U\mathsf S\mathsf V^T\) and keep \(\mathsf U^Ty\); the discarded part of \(y\) adds a constant to \(\chi^2\).
2. For a given \(\lambda\), solve the linear equations on a set of free cells, the others being zero. If a free cell would become nonpositive, move from the previous point towards the solution until the first cell reaches zero, remove that cell, and solve again.
3. When all free cells are positive, compute \(\mathsf K^T(y-\mathsf Kg)\) on the zero cells. Free the cell with the largest positive value and return to step 2. If none is positive, the conditions above hold and, \(J\) being convex, the minimum is reached.
4. Bisect in \(\ln\lambda\) for the permitted rise.

A numerical \(\lambda\) should not be carried to another grid. For a density \(\rho\) and cell width \(\Delta x\), \(g_j=\rho_j\Delta x\), so \(\lambda^2|g|^2\approx\lambda^2\Delta x\int\rho^2dx\). The same smoothing requires the same \(\lambda^2\Delta x\).

## What no setting can recover

Consider two noise-free signals whose difference, divided by \(\sigma\), is a vector \(d\) of length \(D\). If the first is true and the noise is \(\eta\), the second fits better when \(|\eta+d|^2<|\eta|^2\), or \(2d\cdot\eta<-D^2\). Since \(d\cdot\eta\) has standard deviation \(D\), this happens with probability \(\Phi(-D/2)\), where \(\Phi\) is the normal cumulative distribution. Assigning each data set to the likelier signal minimizes the sum of the two error probabilities. Hence, for any algorithm, the frequencies \(p_A,p_B\) with which it reports "two peaks" for the two signals obey

\[
p_A-p_B\le 2\Phi(D/2)-1 .
\]

Errors of 5% on each side require \(D=3.29\).

Let the true spectrum be two equal lines at \(x_0\pm\delta/2\), of total amplitude \(A\). Primes denote derivatives with respect to \(x\). Odd terms cancel:

\[
\tfrac12[K(x_0+\tfrac{\delta}{2})+K(x_0-\tfrac{\delta}{2})]
=K+\frac{\delta^2}{8}K''+\frac{\delta^4}{384}K''''+\dots
\]

**Limit 1: is it more than one line?** A single line can adjust its amplitude, which absorbs any multiple of \(K\), and its position, which absorbs \(K'\). The baseline absorbs a constant. What remains is \(A\delta^2/8\) times the part of \(K''\) orthogonal to these three.

**Limit 2: is it two peaks rather than one broad peak?** A uniform band of half-width \(w\) has variance \(w^2/3\). This equals the pair's \(\delta^2/4\) when \(w=\sqrt3\,\delta/2\). The third moments vanish. The fourth moments are \(w^4/5=9\delta^4/80\) for the band and \(\delta^4/16=5\delta^4/80\) for the pair, differing by \(\delta^4/20\). Division by \(4!\) leaves \(A\delta^4/480\) times the part of \(K''''\) orthogonal to \(1,K,K',K''\), since the width is adjustable too.

The orthogonal parts have closed forms. With \(u=e_0t\), \(e_0=e^{x_0}\), and \(d/dx=u\,d/du\),

\[
K'=-ue^{-u},\quad K''=(u^2-u)e^{-u},\quad K''''=(u^4-6u^3+7u^2-u)e^{-u}.
\]

Let \(\phi_k=L_k(2u)e^{-u}\), with \(L_k\) the Laguerre polynomials. Their orthogonality gives \(\int_0^\infty\phi_j\phi_k\,du=\delta_{jk}/2\), where \(\delta_{jk}\) is the Kronecker symbol. Their generating function gives

\[
\sum_k z^k\!\int_0^\infty\!\phi_k\,du=\frac{1}{1-z}\,\frac{1}{1+2z/(1-z)}=\frac1{1+z},
\]

so \(\int\phi_k\,du=(-1)^k\). From \(L_2(2u)=2u^2+\dots\), the part of \(K''\) orthogonal to \(K,K'\) is \(\phi_2/2\). From \(L_4(2u)=\tfrac23u^4-\tfrac{16}3u^3+\dots\) and \(L_3(2u)=-\tfrac43u^3+\dots\), the part of \(K''''\) orthogonal to \(K,K',K''\) is \(\tfrac32(\phi_4-\phi_3)\).

The baseline remains. Over a window \(U=e_0n\Delta t\) long enough for the tails to vanish, the constant function has squared norm \(U\). Each \(\phi_k\) projected out removes \(1/(1/2)=2\), leaving \(U-4\) in the first problem and \(U-6\) in the second. The overlaps of the constant with the two remainders are \(1/2\) and \(3\). Subtracting overlap squared over squared norm,

\[
\kappa_2^2=\frac18-\frac{1}{4(U-4)}=\frac{U-6}{8(U-4)},\qquad
\kappa_4^2=\frac94-\frac{9}{U-6}=\frac{9(U-10)}{4(U-6)} .
\]

For dense sampling, a sum over samples is \(1/h\) times an integral over \(u\), with \(h=e_0\Delta t\). Thus, to leading order in \(\delta\),

\[
D_1=\frac{S\kappa_2\delta^2}{8},\qquad D_2=\frac{S\kappa_4\delta^4}{480},\qquad S=\frac{A}{\sigma\sqrt h}.
\]

The smallest detectable broadening scales as \(S^{-1/2}\), and the smallest separation distinguishable from the band as \(S^{-1/4}\). The second is a necessary condition for recognizing two peaks: an asymmetric single peak can imitate the pair still better. At this limit and for the wider pairs considered below, the nearest such peak lies at about two thirds of the distance \(D_2\).

## Numbers for a synthetic transient

Take \(A=100\) fF, \(\sigma=0.1\) fF, \(e_0=100\) s\(^{-1}\), and 2000 samples at 0.1 ms. Then \(U=20\), \(h=0.01\), \(S=10^4\), \(\kappa_2=0.331\) and \(\kappa_4=1.268\). For \(D=3.29\),

\[
\delta_1=\sqrt{\frac{8(3.29)}{10^4(0.331)}}=0.089,\qquad
\delta_2=\left[\frac{480(3.29)}{10^4(1.268)}\right]^{1/4}=0.594 .
\]

Fitting the line and the band by nonlinear least squares, without expanding in \(\delta\), gives 0.089 and 0.604. The corresponding rate ratios are \(e^\delta=1.09\) and 1.83. Between them, the data show that one line is insufficient but cannot reliably distinguish two lines from a band.

The inversion was run on 30 noise draws per ratio, with 101 grid points from 20 to 500 s\(^{-1}\). "Two peaks" means at least two parts, each with 20% of the area or more, separated by valleys below half the lower adjoining peak. The same noise was added to the pair and to its nearest band. The distances \(D_2\) in the table come from the full nonlinear fits; the leading-order law overestimates them at large separations, by 40% at ratio 4.

| Rate ratio | \(D_2\) | Pair: two peaks | Band: two peaks |
|---|---|---|---|
| 1.2 | 0.03 | 0% | 0% |
| 1.5 | 0.69 | 17% | 3% |
| 1.8 | 2.97 | 87% | 13% |
| 2.2 | 9.16 | 100% | 3% |
| 3.0 | 31.1 | 100% | 30% |
| 4.0 | 69.5 | 100% | 47% |

At ratio 1.8 the frequencies differ by 0.73, while the bound is \(2\Phi(1.48)-1=0.86\). With 30 draws, each of these two frequencies has a standard error of about 0.06. Their difference is then uncertain by about 0.09, and other sets of draws can give a band frequency near 30%. For these two signals, the room left for a different \(\lambda\) to raise the difference is 0.13 in this sample and, allowing two standard errors, no more than about 0.3.

The last two rows carry a warning. A wide, truly continuous band is often reported as two peaks, although the data distinguish it from a pair very well. Two peaks in the output are therefore not proof of two lines. Fitting an equal pair and a band directly settles that choice: their \(\chi^2\) values should differ by about \(D_2^2\), nearly 1000 at ratio 3. If the band is the true spectrum and the two amplitudes of the pair are fitted separately, the difference is only about half as large.

## The implanted diode

The diode is phosphorus-doped silicon at 220 K with donor density \(N_d=10^{15}\) cm\(^{-3}\). Acceptor traps of total density \(N_T=4\times10^{13}\) cm\(^{-3}\), half of each kind, occupy depths \(x_1=800\) to \(x_2=1000\) nm. A fraction \(f(t)\) holds electrons, which reduces the positive charge there. Integrating Poisson's equation twice across the depletion width \(W\), for fixed band bending \(V\) and permittivity \(\varepsilon\), gives

\[
\frac{\varepsilon V}{q}=\frac{N_dW^2}{2}-\frac{N_Tf}{2}(x_2^2-x_1^2).
\]

Since \(C\propto1/W\),

\[
\frac1{C^2}=\frac{1+yf}{C_\infty^2},\qquad
y=\frac{N_T}{N_d}\frac{x_2^2-x_1^2}{W_0^2},
\]

where \(W_0\) and \(C_\infty\) belong to empty traps. In this model \(1/C^2\), not \(C\), is linear in occupancy. The inverted signal is \((C_r/2)(C_r^2/C^2-1)\), with \(C_r\) the mean of the last 200 samples. For small \(y\) its amplitude is close to \(C_\infty y/2\), and its noise has nearly the size of that in \(C\).

With \(V=3\) V and an area of 1 mm², \(W_0=1970\) nm and \(C_\infty=52.6\) pF. Then \(y=0.04(1.00^2-0.80^2)/1.97^2=0.00371\), and the amplitude is 97.6 fF.

The rates follow from \(e=\sigma_cvN_c\exp(-E/kT)\), with capture cross-section \(\sigma_c\), thermal speed \(v\) (mass \(0.26m_e\)) and band density of states \(N_c\) (mass \(1.08m_e\)). Energies of 0.42 and 0.45 eV and cross-sections of \(2\) and \(4\times10^{-15}\) cm² give 166 and 68 s\(^{-1}\), a ratio of 2.43. The distance to the nearest band is 13.9, well above 3.29, and all 30 noise draws gave two peaks. In the first draw \(\lambda\) was 0.075 fF\(^{-1}\), and the peaks lay at 68.5 and 166.0 s\(^{-1}\) with areas of 48.9 and 48.7 fF.

Heating brings the rates together, because \(\ln(e_1/e_2)=\Delta E/kT-\ln2\). Setting this equal to 0.604 gives 268 K, where the mean rate is about \(10^4\) s\(^{-1}\). This assumes sampling accelerated a hundredfold, to about 1 µs, at unchanged noise per sample. A bridge with a 1 MHz test signal cannot follow that.

These trap parameters are rough values in the regime of the divacancy and the vacancy–phosphorus pair in silicon. Noise of 0.1 fF on 50 pF, two parts per million per sample, is demanding and presumes heavy averaging. At 1 fF the distance of 13.9 falls to 1.4, and this pair could no longer be told reliably from a band. Treating \(C\) itself as linear would add a false component of 1.5 noise units to a single line at 100 s\(^{-1}\). A 0.05 K temperature error shifts \(\ln e\) by 0.006. The layer's field varies from 0.018 to 0.015 MV/cm. A one-dimensional estimate, integrating thermal excitation times tunnelling through a triangular barrier with mass \(0.19m_e\), spreads \(\ln e\) by 0.047. That has the variance of a pair with \(\delta=0.047/\sqrt3=0.027\), below \(\delta_1\). Real damage profiles are not boxes, and a deeper spread of traps would enlarge this effect.

## Guidance

- Compute \(D_2\) for the suspected separation before adjusting \(\lambda\). If it is below about 3.3, report one unresolved group with its mean rate and area, and give its width only if \(D_1\) exceeds about 3.3. Between 3.3 and about 5, an asymmetric single peak remains a possible explanation. Lowering \(\lambda\) adds no information.
- Set \(\lambda\) by the rise in \(\chi^2\), not by appearance, and determine it anew for each grid and noise level.
- Use a grid spacing \(\Delta x\) of about \(\delta_1/2\) or less. A line midway between grid points is represented as a pair with \(\delta=\Delta x\), leaving a misfit of about \([3.29(\Delta x/\delta_1)^2]^2\): near 11 at \(\Delta x=\delta_1\), 0.7 at \(\delta_1/2\), and 0.2 at the spacing of 0.032 used here.
- Average with realistic expectations. Noise 16 times lower, which takes 256 times as many independent transients, reduces \(\delta_2\) from 0.604 to 0.298, a ratio of 1.35.
- For a fixed number of samples and fixed noise per sample, \(D_2^2\propto(U-10)/[U(U-6)]\). Setting the derivative to zero gives \(U^2-20U+60=0\), so \(U=10+\sqrt{40}\approx16\) mean lifetimes is the best window, and the maximum is broad. The formula neglects the tails beyond the window and fails for short windows: it gives zero at \(U=10\), where the true distance is still about three quarters of its maximum.
- Expect a higher broadening limit for unequal lines. With fractions \(p\) and \(1-p\) the variance is \(p(1-p)\delta^2\), so \(\delta_1\) grows by \(1/\sqrt{4p(1-p)}\), or 1.7 for a 10:90 pair.
- For imaginary-time data without a baseline, use \(\kappa_2^2=1/8\) and \(\kappa_4^2=9/4\) if the noise is white and the window long. Correlated noise with covariance matrix \(\mathsf C\) requires \(D^2=\Delta s^T\mathsf C^{-1}\Delta s\), evaluated numerically for the signal difference \(\Delta s\), and the same weighting in \(\chi^2\).
